\section*{Shape functions of polyhedral atomic cells and their radial quadrature, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

In full-potential multiple-scattering theory every atom owns a cell, and potential and density are cut off at the cell boundary. Let the cell be the convex polyhedron $\hat n_f\cdot\mathbf x\le d_f$, with the atom at the origin, unit normals $\hat n_f$ and all $d_f>0$; for a Voronoi cell $d_f$ is half the distance to neighbour $f$. With $\theta(\mathbf x)=1$ inside and $0$ outside, the shape functions are
\begin{equation}
\theta_L(r)=\int d\Omega\,\theta(r\hat x)\,Y_L(\hat x),\qquad
\int_{\rm cell}\! g\,d^3x=\sum_L\int_0^\infty\! r^2 g_L(r)\,\theta_L(r)\,dr ,
\label{def}
\end{equation}
where $g=\sum_L g_LY_L$. The harmonics are real and orthonormal, $Y_{lm}=N_{lm}P_l^{|m|}(\cos\vartheta)\,T_m(\varphi)$, with $T_m=\cos m\varphi$ for $m\ge0$, $T_m=\sin|m|\varphi$ for $m<0$, $P_l^m(t)=(1-t^2)^{m/2}d^mP_l/dt^m$ without the Condon--Shortley phase, and $N_{lm}^2=(2-\delta_{m0})\frac{2l+1}{4\pi}\frac{(l-|m|)!}{(l+|m|)!}$.

The pyramid scheme derived here gives
\begin{align}
\theta_L(r)&=\sum_{f}\sum_{L'}D^{f}_{LL'}\sum_{e\in f}\theta^{fe}_{L'}(r),\label{main1}\\
\theta^{fe}_{lm}(r)&=\sigma N_{lm}\!\!\int\limits_{|w|\ge w_c}\!\!\frac{dw}{\cosh w}\,T_m(\varphi)\Big[J_l^{|m|}(\cos\vartheta_{\max})-J_l^{|m|}(\cos\vartheta_r)\Big].\label{main2}
\end{align}
Each term belongs to the triangle spanned by an edge $e$ of face $f$ and the foot of the perpendicular from the atom on the face plane, and carries a sign $\sigma=\pm1$. The polar integral $J_l^m(x)=\int_x^1P_l^m\,dt$ follows from a recursion, and Gauss--Legendre quadrature in the azimuthal variable $w$ converges exponentially. As a function of $r$, $\theta_L$ is analytic except at three kinds of radii $r_0$, above which it differs from its continuation from below by $K_L\,(r-r_0)^p$ to leading order: $p=1$ at the distance of a face that contains its foot, $p=3/2$ at the distance of an edge that contains its foot, and $p=2$ at a vertex. Only the first kind is a jump of the slope. Radial panels that end at these radii remove the terms with $p=1$ and $2$ but leave an error $\propto n^{-5}$ for $n$ Gauss points per panel; the map $r=r_a+(r_b-r_a)t^2$ on each panel $[r_a,r_b]$ restores exponential convergence.

\section{Why the sphere must be cut along the faces}

The direct approach sums $\theta Y_L$ over a fixed grid of $M$ directions. The integrand is a step, so about $M^{1/2}$ grid patches of area $\sim1/M$ straddle the boundary, and this count bounds the error by a multiple of $M^{-1/2}$. The patch errors partly cancel, so the typical error falls roughly as $M^{1/4}/M=M^{-3/4}$, still a slow algebraic rate. Moreover, the result is a staircase in $r$, since it changes only when a boundary crosses a grid direction.

A better approach slices the sphere at fixed $\vartheta$ and finds the allowed $\varphi$ intervals exactly. A plane cuts the sphere in a circle, and where a line of latitude touches that circle the interval width opens like a square root, so the remaining $\vartheta$ sum with step $\Delta$ has an error of order $\Delta^{3/2}$. If a face normal lies on the polar axis, as for the $(001)$ faces of the bcc cell below, the width jumps at that circle and a sum that does not end there errs by order $\Delta$. The trouble is that the circles are not lines of latitude. For one face they are, if the polar axis is its normal. Every ray from the origin leaves a convex cell through exactly one face (edges have measure zero), so $\theta$ is the sum of the indicators $\theta^f$ of the pyramids with apex at the atom and base $f$, and each can be treated in its own frame.

Let $\mathbf x'=R\mathbf x$, where the rows of $R$ are $\hat e_1,\hat e_2,\hat n_f$ with $\hat e_1\times\hat e_2=\hat n_f$. A rotated harmonic of degree $l$ is again a harmonic of degree $l$, so
\begin{equation}
Y_L(R^{T}\hat x')=\sum_{L'}D_{LL'}Y_{L'}(\hat x'),\qquad D_{LL'}=\int d\Omega'\,Y_L(R^T\hat x')Y_{L'}(\hat x').
\label{rot}
\end{equation}
Inserting this in $\int d\Omega\,\theta^fY_L$, with $d\Omega=d\Omega'$, yields \eqref{main1}. The integrand of $D$ is a polynomial of degree at most $2l_{\max}$ on the sphere. A sum over $2l_{\max}+2$ equally spaced azimuths annihilates all its Fourier components except the constant one, which is a polynomial in $\cos\vartheta$ of degree at most $2l_{\max}$ and is integrated exactly by $l_{\max}+1$ Gauss points. Thus $D$ is exact to rounding.

\section{Signed triangles}

In the face plane take polar coordinates $(\rho,\varphi)$ about the foot $F=d\,\hat n$. The simple picture, a fan of triangles $FAB$ that tile the face, fails when $F$ lies outside the face, that is, when the midpoint to a neighbour is cut off by another plane. The remedy is a sign. Order the vertices anticlockwise as seen from outside, let $\hat t$ be the unit vector from $A$ to $B$, $\hat\nu=(t_y,-t_x)$ the outward normal of the edge, and $h_s=\mathbf A\cdot\hat\nu$ with $\mathbf A$ measured from $F$. Put $h=|h_s|$, $\sigma=\operatorname{sign}h_s$. A ray from $F$ with direction $\hat k$ meets the edge at $\rho_e$ with $\rho_e\,\hat k\cdot\hat\nu=h_s$, so it leaves the polygon through edges with $\sigma=+1$ and enters through edges with $\sigma=-1$. If $F$ is inside, each ray crosses one edge, outwards. If $F$ is outside, a ray misses the polygon or enters at $\rho_1$ and leaves at $\rho_2$, and with $[\cdot]$ equal to one when the condition holds,
\begin{equation}
-[\rho<\rho_1]+[\rho<\rho_2]=[\rho_1\le\rho<\rho_2].
\end{equation}
The polygon is therefore the signed sum of the triangles in both cases. The same count, one crossing or two cancelling ones, gives
\begin{equation}
\sum_{e\in f}\sigma\int_{e}d\varphi\,T_m(\varphi)=\begin{cases}2\pi\delta_{m0}&F\text{ inside},\\0&F\text{ outside.}\end{cases}
\label{wind}
\end{equation}

Let $\varphi_0$ be the direction of $\sigma\hat\nu$, which points from $F$ to the nearest point of the edge line, and $\psi=\varphi-\varphi_0$. The edge is $\rho=h/\cos\psi$, and the coordinate along it, counted positive towards increasing $\psi$, is $u=h\tan\psi$. For $\sigma=+1$, turning $\hat\nu$ anticlockwise by a right angle gives $\hat t$, so $u_A<u_B$; for $\sigma=-1$ the order is reversed. A point $(r,\vartheta,\varphi)$ lies in the sub-pyramid if its direction passes through the triangle, $\vartheta\le\vartheta_{\max}=\arctan(\rho/d)$, and if it is below the plane, $r\cos\vartheta\le d$. The second condition reads $\vartheta\ge\vartheta_r$ with
\begin{equation}
\tan\vartheta_r=s/d,\qquad s=\sqrt{\max(r^2-d^2,0)},
\end{equation}
where $s$ is the radius of the circle in which sphere and plane intersect. The polar range is empty unless $\rho>s$, and otherwise $\int_{\vartheta_r}^{\vartheta_{\max}}P_l^m\sin\vartheta\,d\vartheta=J_l^m(\cos\vartheta_{\max})-J_l^m(\cos\vartheta_r)$.

\section{The polar integral}

Write $v_l^m=d^mP_l/dt^m$. Four relations of the Legendre polynomials are needed: (a) $(2l+1)tP_l=(l+1)P_{l+1}+lP_{l-1}$, (b) $(2l+1)P_l=P'_{l+1}-P'_{l-1}$, (c) $(1-t^2)P_l'=lP_{l-1}-ltP_l$, (d) $tP_l'-P'_{l-1}=lP_l$. Differentiating (a) $m$ times gives $(2l+1)(tv_l^m+mv_l^{m-1})=(l+1)v_{l+1}^m+lv_{l-1}^m$, and (b) differentiated $m-1$ times gives $(2l+1)v_l^{m-1}=v^m_{l+1}-v^m_{l-1}$. Eliminating $v_l^{m-1}$ and multiplying by $(1-t^2)^{m/2}$,
\begin{equation}
(2l+1)\,tP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m .\label{rec}
\end{equation}
Differentiating (c) $m$ times by the Leibniz rule and moving all but one of the terms $mtv_l^m$ to the right,
\begin{equation}
(1-t^2)v_l^{m+1}-mtv_l^m=(m-l)tv_l^m+lv_{l-1}^m-m(l-m+1)v_l^{m-1},
\end{equation}
while (d) differentiated $m-1$ times gives $(l-m+1)v_l^{m-1}=tv_l^m-v_{l-1}^m$. The right side becomes $-ltv_l^m+(l+m)v_{l-1}^m$, and the left side times $(1-t^2)^{m/2}$ is $(1-t^2)\,dP_l^m/dt$. Hence, using \eqref{rec} in the second line,
\begin{align}
\frac{d}{dt}\big[(1-t^2)P_l^m\big]&=(l+m)P_{l-1}^m-(l+2)\,tP_l^m\nonumber\\
&=\frac{(l+m)(l-1)P_{l-1}^m-(l+2)(l-m+1)P_{l+1}^m}{2l+1},
\end{align}
because $(2l+1)-(l+2)=l-1$. Integration from $x$ to $1$ turns the left side into $-(1-x^2)P_l^m(x)$, so that
\begin{equation}
J_{l+1}^m=\frac{(l+m)(l-1)J_{l-1}^m+(2l+1)(1-x^2)P_l^m(x)}{(l+2)(l-m+1)},\qquad l\ge m,
\label{J}
\end{equation}
with $J^m_{m-1}=0$. The start follows from $P_m^m=(2m-1)!!\sin^m\vartheta$, which gives $J_m^m=(2m-1)!!\,A_{m+1}$ with $A_n=\int_0^\vartheta\sin^n\!\vartheta'\,d\vartheta'$. Integrating $d(\sin^{n-1}\!\cos)/d\vartheta=(n-1)\sin^{n-2}-n\sin^n$ yields $nA_n=(n-1)A_{n-2}-\sin^{n-1}\!\vartheta\cos\vartheta$, with $A_0=\vartheta$ and $A_1=1-\cos\vartheta$.

An error in $A_{n-2}$ is passed on with the factor $(n-1)/n$. An error in $N_{l-1,m}J^m_{l-1}$ reaches $N_{l+1,m}J^m_{l+1}$ multiplied by
\begin{equation}
\frac{l-1}{l+2}\sqrt{\frac{2l+3}{2l-1}}\;\sqrt{\frac{l^2-m^2}{(l+1)^2-m^2}}<1 ,
\end{equation}
since $(l+2)^2(2l-1)-(l-1)^2(2l+3)=8l^2+8l-7>0$ for $l\ge1$. The starting factor obeys $[N_{mm}(2m-1)!!]^2=\frac{2m+1}{2\pi}\frac{(2m-1)!!}{(2m)!!}$ for $m>0$; since $(2m-1)!!/(2m)!!$ falls as $m^{-1/2}$, this square grows as $m^{1/2}$ and the factor itself only as $m^{1/4}$. Absolute errors are thus not amplified appreciably. Relative accuracy is lost at small $\vartheta$, where $A_n\sim\vartheta^{n+1}$ is a difference of larger numbers, but $\theta_L$ needs only absolute accuracy. Tested against direct quadrature for $l\le12$ at four angles, $N_{lm}J_l^m$ deviates by at most $3.7\times10^{-15}$ in absolute value.

\section{The azimuthal variable}

If a function is analytic and bounded inside the ellipse with foci at the ends of the interval, scaled to $\pm1$, and semi-axis sum $\chi$, its Chebyshev coefficients fall as $\chi^{-k}$. The $n$-point Gauss rule has positive weights and is exact up to degree $2n-1$, so its error is $O(\chi^{-2n})$. Two things can spoil this. The first is the switch at $\rho=s$, which is avoided by integrating only over the active range. The second is a complex singularity near the interval. The integrand contains $R=\sqrt{d^2+\rho^2}$, the distance of the edge point, through $\cos\vartheta_{\max}=d/R$, and $R=0$ at $\cos\psi=\pm ih/d$, that is at $\psi=\pm\pi/2\pm i\operatorname{arsinh}(h/d)$. For a thin triangle, $h\ll d$ and $h\ll|u|$, the interval ends at a distance $\approx h/|u|$ from $\pi/2$, the singularity is close, and $\chi\to1$.

The substitution $\tan\psi=\sinh w$ gives
\begin{equation}
\cos\psi=\frac1{\cosh w},\quad\sin\psi=\tanh w,\quad d\psi=\frac{dw}{\cosh w},\quad\rho=h\cosh w,\quad u=h\sinh w .
\end{equation}
The condition $\rho\ge s$ becomes $|w|\ge w_c=\operatorname{arcosh}\max(1,s/h)$, which, intersected with the range between $w_A$ and $w_B$, leaves at most two intervals. This is \eqref{main2}. Singularities can occur only at $\cosh w=0$ and $\cosh w=\pm id/h$. Since $\cosh(x+i\pi/2)=i\sinh x$, the nearest candidates are $w=\pm i\pi/2$ and $w=\pm\operatorname{arsinh}(d/h)\pm i\pi/2$. The first pair matters only for $r>d$: for $r\le d$ the polar integral vanishes as $\rho^{|m|+2}$ and cancels the pole of $T_m/\cosh w$, which is at most of order $|m|+1$. The integrand is analytic in the strip $|\operatorname{Im}w|<\pi/2$ whatever $h/d$ is. For an interval of half-length $b$ the error bound therefore holds with every $\chi<\beta+\sqrt{1+\beta^2}$, where $\beta=\pi/2b$, and $b$ grows only as $\ln(|u|/h)$.

A closed form tests the claim. For $r<d$ and $l=0$ the integral is the solid angle; with $r_e^2=d^2+h^2$ one has $d/R=d\cos\psi/\sqrt{r_e^2-d^2\sin^2\psi}$, so
\begin{equation}
\int_0^{\psi}\Big(1-\frac dR\Big)d\psi'=\psi-\arcsin\frac{d\sin\psi}{r_e}.
\end{equation}
For $d=1$ \AA, $h=0.02$ \AA, $u=1$ \AA\ this is $0.00828222$ sr. Sixteen Gauss points miss it by $9.4\times10^{-6}$ sr in $\psi$ and by $3.9\times10^{-15}$ sr in $w$.

At any given radius, $\theta_L(r)$ is now a signed sum over triangles, with a recursion for the polar integral and an exponentially convergent quadrature in $w$. It remains to derive where $\theta_L(r)$ is not analytic in $r$, to choose the radial panels accordingly, and to test the scheme on germanium in the diamond structure.
